\section*{Blöchl's correction to the linear tetrahedron method and its remaining errors, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The correction for a general band}

\subsection{Definitions and conventions}

The algebra is in atomic units, $\hbar=m=1$. One band $\varepsilon(\mathbf k)$ and one spin direction are treated. With several partly filled bands the Fermi level is fixed by the total electron number, so the results at fixed $N$ then hold for the sum over bands, with Fermi-surface averages taken over all sheets together, and not for each band separately. For a function $X(\mathbf k)$, such as a band energy or a diagonal matrix element, the quantity wanted is
\begin{equation}
\langle X\rangle=\frac1{V_G}\int d^3k\,X(\mathbf k)\,\theta\big(E_F-\varepsilon(\mathbf k)\big),
\label{eq:def}
\end{equation}
with $V_G$ the volume of the Brillouin zone. The electron number per cell is $N=\langle1\rangle$. A volume integral of $\delta(E-\varepsilon)$ is a surface integral with measure $dS/|\nabla\varepsilon|$, because a layer between energies $E$ and $E+dE$ has thickness $dE/|\nabla\varepsilon|$. The density of states at $E_F$ and the Fermi-surface average are
\begin{equation}
D=\frac1{V_G}\oint\frac{dS}{|\nabla\varepsilon|},\qquad
\langle f\rangle_F=\frac1{D\,V_G}\oint\frac{dS}{|\nabla\varepsilon|}\,f .
\end{equation}

The mesh is simple cubic with step $h$ and contains $\mathbf k=0$. Inside a cube with lowest corner $\mathbf k_0$ the fractional coordinates are $\mathbf u=(\mathbf k-\mathbf k_0)/h\in[0,1]^3$. The cube is cut into six tetrahedra of volume $V_T=h^3/6$, one for each ordering $u_a\ge u_b\ge u_c$ of the three coordinates. The tetrahedron for that ordering has the corners $\mathbf u=0,\ \mathbf e_a,\ \mathbf e_a+\mathbf e_b,\ (1,1,1)$, and all cubes are cut in the same way. A point of a tetrahedron $T$ with corners $\mathbf k_i$ is $\mathbf k=\sum_{i=1}^4\lambda_i\mathbf k_i$ with $\lambda_i\ge0$, $\sum_i\lambda_i=1$. With $X_i=X(\mathbf k_i)$ the linear interpolant is $X_{\rm lin}=\sum_i\lambda_iX_i$, and the interpolation errors are defined as interpolant minus exact function,
\begin{equation}
\eta_X=X_{\rm lin}-X,\qquad \eta_\varepsilon=\varepsilon_{\rm lin}-\varepsilon .
\end{equation}
The six edges are $\mathbf d_{ij}=\mathbf k_i-\mathbf k_j$, $i<j$, and the dimensionless edge tensor is
\begin{equation}
M_T=\frac1{h^2}\sum_{i<j}\mathbf d_{ij}\mathbf d_{ij}^{\,T},\qquad \bar M=\frac16\sum_{\text{six types}}M_T .
\end{equation}
$M(\mathbf u)$ denotes the piecewise constant, mesh-periodic function equal to $M_T$ inside $T$. $H_X$ is the Hessian matrix $\partial_a\partial_bX$.

The linear tetrahedron method evaluates \eqref{eq:def} with $X_{\rm lin}$ and $\varepsilon_{\rm lin}$ at a level $E$:
\begin{equation}
\langle X\rangle_{\rm lin}=\sum_T\sum_{i\in T}w_{i}X_i,\qquad
w_i=\frac1{V_G}\int_Td^3k\,\lambda_i\,\theta(E-\varepsilon_{\rm lin}).
\end{equation}
The count and density of states of one tetrahedron are $n_T=\sum_iw_i$ and $D_T=dn_T/dE=V_G^{-1}\int_T\delta(E-\varepsilon_{\rm lin})\,d^3k$. Unless stated otherwise $E=E_F^{\rm lin}$, the root of $\sum_Tn_T(E)=N$, and $\Delta E=E_F^{\rm lin}-E_F$.

Three assumptions hold throughout. The functions $\varepsilon$ and $X$ have four bounded derivatives on the occupied region and a neighbourhood of it. The gradient $\nabla\varepsilon$ does not vanish on the Fermi surface. Both principal curvatures of the Fermi surface are nonzero. The last condition excludes any sheet on which the Gaussian curvature changes sign, such as a surface with both necks and convex parts; the orders of the remainders below are not derived for such sheets.

\subsection{Linear weights}

The corners are sorted so that $\varepsilon_1\le\varepsilon_2\le\varepsilon_3\le\varepsilon_4$, with $\varepsilon_{ij}=\varepsilon_i-\varepsilon_j$. Weights in this subsection are in units of $V_T/V_G$. Two facts give all of them. The mean of the linear function $\lambda_i$ over any tetrahedron is the mean of its four corner values. The volume of a tetrahedron, relative to $V_T$, is the modulus of the determinant of the barycentric coordinates of its corners. For $E\le\varepsilon_1$ all weights vanish, and for $E>\varepsilon_4$ each is $1/4$; $D_T=0$ in both cases.

For $\varepsilon_1<E\le\varepsilon_2$ the plane $\varepsilon_{\rm lin}=E$ cuts edge $1j$ at the fraction $r_j=(E-\varepsilon_1)/\varepsilon_{j1}$, where $\lambda_1=1-r_j$ and $\lambda_j=r_j$. The occupied part is the tetrahedron formed by corner 1 and these three points, of volume $r_2r_3r_4\equiv4C$. Averaging the corner values and differentiating the volume gives
\begin{equation}
w_1=C\,(4-r_2-r_3-r_4),\qquad w_j=C\,r_j\ (j=2,3,4),\qquad
D_T=\frac{3(E-\varepsilon_1)^2}{\varepsilon_{21}\varepsilon_{31}\varepsilon_{41}} .
\end{equation}
For $\varepsilon_3<E\le\varepsilon_4$ the empty part is the tetrahedron at corner 4. With $s_j=(\varepsilon_4-E)/\varepsilon_{4j}$ and $4C=s_1s_2s_3$, subtraction from the full weights gives
\begin{equation}
w_j=\tfrac14-Cs_j\ (j=1,2,3),\qquad w_4=\tfrac14-C\,(4-s_1-s_2-s_3),\qquad
D_T=\frac{3(\varepsilon_4-E)^2}{\varepsilon_{41}\varepsilon_{42}\varepsilon_{43}} .
\end{equation}

For $\varepsilon_2<E\le\varepsilon_3$ four edges are cut, at points $p_{13},p_{14},p_{23},p_{24}$ with fractions
\begin{equation}
a=\frac{E-\varepsilon_1}{\varepsilon_{31}},\quad b=\frac{E-\varepsilon_1}{\varepsilon_{41}},\quad
c=\frac{E-\varepsilon_2}{\varepsilon_{32}},\quad d=\frac{E-\varepsilon_2}{\varepsilon_{42}} .
\end{equation}
The occupied part is a prism with end triangles $(1,p_{13},p_{14})$ and $(2,p_{23},p_{24})$. It is the union of the tetrahedra $(1,2,p_{13},p_{14})$, $(2,p_{13},p_{14},p_{23})$ and $(2,p_{14},p_{23},p_{24})$. Each contains corner 2, whose row $(0,1,0,0)$ removes the second column of the determinant. The remaining rows in $(\lambda_1,\lambda_3,\lambda_4)$ are $(1,0,0)$ for corner 1, $(1-a,a,0)$ for $p_{13}$, $(1-b,0,b)$ for $p_{14}$, $(0,c,0)$ for $p_{23}$ and $(0,0,d)$ for $p_{24}$, so the three volumes are
\begin{equation}
4C_1=ab,\qquad 4C_2=bc\,(1-a),\qquad 4C_3=cd\,(1-b).
\end{equation}
Each piece contributes $C_\alpha$ times the sum of $\lambda_i$ over its four corners. With $S=C_1+C_2+C_3$, and $\lambda_2=1-c$ at $p_{23}$, $\lambda_2=1-d$ at $p_{24}$,
\begin{align}
w_1&=C_1+(C_1+C_2)(1-a)+S\,(1-b), & w_3&=(C_1+C_2)\,a+(C_2+C_3)\,c,\nonumber\\
w_2&=S+(C_2+C_3)(1-c)+C_3(1-d), & w_4&=S\,b+C_3\,d .
\label{eq:mid}
\end{align}
For $D_T$ the prism is written as a difference. The plane meets the extension of edge $12$ at $q$, fraction $r_2>1$. The tetrahedron $(1,q,p_{13},p_{14})$ has volume $r_2ab$, and its part outside $T$ is $(2,q,p_{23},p_{24})$ with volume $(r_2-1)cd$. With $x=E-\varepsilon_2$, so that $r_2-1=x/\varepsilon_{21}$,
\begin{equation}
n_T=\frac{(x+\varepsilon_{21})^3}{\varepsilon_{21}\varepsilon_{31}\varepsilon_{41}}-\frac{x^3}{\varepsilon_{21}\varepsilon_{32}\varepsilon_{42}},
\qquad
D_T=\frac{3\varepsilon_{21}+6x}{\varepsilon_{31}\varepsilon_{41}}
+\frac{3x^2}{\varepsilon_{21}}\,\frac{\varepsilon_{32}\varepsilon_{42}-\varepsilon_{31}\varepsilon_{41}}{\varepsilon_{31}\varepsilon_{41}\varepsilon_{32}\varepsilon_{42}} .
\end{equation}
Inserting $\varepsilon_{31}=\varepsilon_{32}+\varepsilon_{21}$ and $\varepsilon_{41}=\varepsilon_{42}+\varepsilon_{21}$ turns the last numerator into $-\varepsilon_{21}(\varepsilon_{32}+\varepsilon_{42}+\varepsilon_{21})=-\varepsilon_{21}(\varepsilon_{31}+\varepsilon_{42})$. The factor $\varepsilon_{21}$ cancels, and the result holds by continuity also for $\varepsilon_{21}=0$:
\begin{equation}
D_T=\frac1{\varepsilon_{31}\varepsilon_{41}}\left[3\varepsilon_{21}+6x-\frac{3(\varepsilon_{31}+\varepsilon_{42})\,x^2}{\varepsilon_{32}\varepsilon_{42}}\right].
\label{eq:Dmid}
\end{equation}
With the half-open intervals chosen here, every denominator in the weights and in the final forms of $D_T$ is strictly positive in the case where it is used, also when corner energies coincide. The intermediate expression for $n_T$ above divides by $\varepsilon_{21}$, which may be zero; a code should take $n_T=\sum_iw_i$ instead.

\subsection{Interpolation error in one tetrahedron}

Let $X$ be a quadratic polynomial with Hessian $H$. The Taylor expansion about a point $\mathbf k\in T$ is exact:
\begin{equation}
X_i=X(\mathbf k)+\nabla X\cdot(\mathbf k_i-\mathbf k)+\tfrac12(\mathbf k_i-\mathbf k)^TH(\mathbf k_i-\mathbf k).
\end{equation}
Multiply by $\lambda_i$ and sum. The gradient term vanishes since $\sum_i\lambda_i\mathbf k_i=\mathbf k$. In the quadratic term the cross product gives $-2\mathbf k^TH\mathbf k$ and the last product $+\mathbf k^TH\mathbf k$, so $\eta_X=\frac12\big[\sum_i\lambda_i\mathbf k_i^TH\mathbf k_i-\mathbf k^TH\mathbf k\big]$. The bracket is also a sum over edges, because
\begin{equation}
\sum_{i<j}\lambda_i\lambda_j\,\mathbf d_{ij}^TH\mathbf d_{ij}
=\frac12\sum_{i,j}\lambda_i\lambda_j\big(\mathbf k_i^TH\mathbf k_i+\mathbf k_j^TH\mathbf k_j-2\mathbf k_i^TH\mathbf k_j\big)
=\sum_i\lambda_i\mathbf k_i^TH\mathbf k_i-\mathbf k^TH\mathbf k ,
\end{equation}
where the $i=j$ terms are zero and $\sum_j\lambda_j=1$ was used. Therefore
\begin{equation}
\eta_X=\frac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf d_{ij}^TH\,\mathbf d_{ij}.
\label{eq:eta}
\end{equation}
The mean of $\lambda_i\lambda_j$ over $T$ is the same for all pairs by symmetry. In the coordinates $(\lambda_1,\lambda_2,\lambda_3)$ the simplex has volume $1/6$, and the integral over $\lambda_3$ gives $1-\lambda_1-\lambda_2$:
\begin{equation}
\overline{\lambda_1\lambda_2}=6\int_0^1\!d\lambda_1\,\lambda_1\!\int_0^{1-\lambda_1}\!\!d\lambda_2\,\lambda_2(1-\lambda_1-\lambda_2)
=6\int_0^1\!d\lambda_1\,\lambda_1\frac{(1-\lambda_1)^3}{6}=\frac14-\frac15=\frac1{20},
\end{equation}
the last integral being $\int_0^1(1-s)s^3ds$ with $s=1-\lambda_1$. Since $\mathbf d^TH\mathbf d=\operatorname{tr}(\mathbf d\mathbf d^TH)$, the mean error over $T$ is $\frac12\cdot\frac1{20}\,h^2\operatorname{tr}(M_TH)$. This is the origin of the factor $1/40$. The six tetrahedra have equal volumes, so the mean over a cube is
\begin{equation}
\bar\eta_X=\frac{h^2}{40}\operatorname{tr}(\bar MH_X).
\label{eq:etabar}
\end{equation}

For a general smooth $X$, expand about the centre $\mathbf k_c$ of the cube. The quadratic part gives \eqref{eq:eta} with $H_X(\mathbf k_c)$. The cubic part is odd under the inversion $\mathbf u\to(1,1,1)-\mathbf u$. This inversion reverses the ordering of the coordinates and so maps the six tetrahedra onto each other; the interpolant of an odd function is then odd, and the order-$h^3$ error has zero mean over the cube. Expression \eqref{eq:eta} is even under the same inversion. Replacing $H_X(\mathbf k_c)$ by $H_X(\mathbf k)$ adds a term proportional to $\mathbf k-\mathbf k_c$ times this even function, which is again odd. Hence
\begin{equation}
\eta_X(\mathbf k)=h^2q(\mathbf u;\mathbf k)+h^3s(\mathbf u;\mathbf k)+O(h^4),
\label{eq:local}
\end{equation}
with $q$ and $s$ periodic in $\mathbf u$ and smooth in $\mathbf k$, the mean of $h^2q$ over $\mathbf u$ equal to $\bar\eta_X(\mathbf k)$, and the mean of $s$ zero.

\subsection{Averaging a mesh-periodic factor}

A mesh-periodic function is a Fourier series in $e^{i\mathbf R\cdot\mathbf k}$, $\mathbf R=2\pi\mathbf m/h$ with integer $\mathbf m$. Three estimates are needed for $\mathbf m\ne0$ and a smooth prefactor $f$.

Rule S: $\oint dS\,f\,e^{i\mathbf R\cdot\mathbf k}=O(h)$. The phase is stationary only where the surface normal is parallel to $\mathbf R$. Near such a point the height along the normal is $-(\kappa_1s^2+\kappa_2t^2)/2$ in principal coordinates, and each Fresnel integral $\int e^{-iR\kappa s^2/2}ds$ has modulus $\sqrt{2\pi/(R|\kappa|)}$. The product is $2\pi/(R\sqrt{|\kappa_1\kappa_2|})=h/(|\mathbf m|\sqrt{|\kappa_1\kappa_2|})$.

Rule V: $\int_{\rm occ}d^3k\,f\,e^{i\mathbf R\cdot\mathbf k}=O(h^2)$. Write $e^{i\mathbf R\cdot\mathbf k}=\nabla\cdot(\mathbf Re^{i\mathbf R\cdot\mathbf k}/iR^2)$ and integrate by parts. The surface term is $1/R$ times an integral of type S. The remaining volume term is $1/R$ times an integral of the same form, which a second partial integration shows to be at most $O(1/R)$.

Rule D: the derivative with respect to $E$ of an integral of type S over the surface $\varepsilon=E$ is $O(1)$, since moving the stationary point changes the phase at a rate proportional to $R$.

The rules are applied mode by mode, and the sums over $\mathbf m$ are taken to converge; this is not proved here in general and is supported for free electrons by the mesh sums. Rule S needs the curvature assumption. A cylindrical sheet has one Fresnel factor and gives $h^{1/2}$; a flat sheet normal to some $\mathbf R$ has none, and the surface integral then depends at order $h^0$ on where the sheet lies relative to the mesh planes. Since such integrals enter the error multiplied by $h^2$, the corrected average then keeps an $h^2$ error that depends on this position.

\subsection{Volume term and surface term}

With $\sigma=\Delta E-\eta_\varepsilon$, the occupation of the linear method is $\theta(E_F-\varepsilon+\sigma)$. The case $X=1$ below shows $\Delta E=O(h^2)$, so $\sigma=O(h^2)$, and
\begin{equation}
\theta(E_F-\varepsilon+\sigma)=\theta(E_F-\varepsilon)+\sigma\,\delta(E_F-\varepsilon)+\tfrac12\sigma^2\delta'(E_F-\varepsilon)+\dots
\end{equation}
The $\delta'$ term integrates to $\frac12\frac{d}{dE}\oint\sigma^2X\,dS/|\nabla\varepsilon|$ with $\sigma$ held fixed; its mean part is $O(h^4)$, and its oscillating part is $h^4\cdot O(1)$ by rule D. The product of $\eta_X$ with $\sigma\delta$ is also $O(h^4)$. What remains of $\langle X\rangle_{\rm lin}=V_G^{-1}\int(X+\eta_X)\,\theta(E_F-\varepsilon+\sigma)$ is
\begin{equation}
\langle X\rangle_{\rm lin}-\langle X\rangle=\frac1{V_G}\int_{\rm occ}\eta_X\,d^3k+D\,\langle X\,(\Delta E-\eta_\varepsilon)\rangle_F+O(h^4).
\label{eq:split0}
\end{equation}
The first term comes from integrating the wrong function over the right region, the second from the displacement of the Fermi surface. In the first, rule V lets $\eta_X$ be replaced by its mean with an error $h^2\cdot h^2$. In the second, rule S does the same with an oscillating error $h^2\cdot h$:
\begin{equation}
\langle X\rangle_{\rm lin}-\langle X\rangle=\mathcal V_X+D\,\langle X\,(\Delta E-\bar\eta_\varepsilon)\rangle_F+O(h^3),
\qquad
\mathcal V_X=\frac{h^2}{40\,V_G}\int_{\rm occ}\operatorname{tr}(\bar MH_X)\,d^3k .
\label{eq:split}
\end{equation}

The error of the linear method has been split, up to $O(h^3)$, into a volume term from interpolating $X$ and a surface term from the displaced Fermi surface. It remains to turn the volume term into corrections to the corner weights and to find what error they leave.
